\section*{Spherical Harmonics in Total Energy: Truncation Error of Bulk Velocity–Field Curves}

\section{Two choices before the calculation}

A calculation of hot-electron transport by spherical harmonics needs two decisions: the harmonic order $L$ at which the angular expansion stops, and the energy variable on which the mesh is built. The first sets the angular truncation error of the drift velocity. In the model computed below, at six fields from $1$ to $100$ kV/cm, $L=1$ gives velocities up to $5.4\%$ above those of $L=13$, while $L=3$ is within $0.13\%$ of them. The second decides whether the largest streaming rate in a device calculation grows with the field divided by the energy spacing.

\section{The equation and its total-energy form}

Take one band with isotropic energy $\varepsilon(k)$, increasing with $k$ and independent of position. The potential energy $V(x)$ is static, and $F=-dV/dx$ is the force on an electron. The distribution $f$ is symmetric about the $x$ axis. With $v=\hbar^{-1}d\varepsilon/dk$ and $\mu=k_x/k$, the stationary Boltzmann equation is
\begin{equation}
v\mu\,\partial_x f+\frac{F}{\hbar}\,\partial_{k_x}f=Cf .
\end{equation}
Pauli blocking and carrier--carrier scattering are left out, so $C$ is linear. From $k=(k_x^2+k_\perp^2)^{1/2}$,
\begin{equation}
\frac{\partial k}{\partial k_x}=\mu,\qquad
\frac{\partial\mu}{\partial k_x}=\frac1k-\frac{k_x^2}{k^3}=\frac{1-\mu^2}{k}.
\end{equation}
Since $\partial_k=\hbar v\,\partial_\varepsilon$, the equation becomes
\begin{equation}
v\mu\left(\partial_x+F\partial_\varepsilon\right)f
+\frac{F(1-\mu^2)}{\hbar k}\,\partial_\mu f=Cf .
\label{eq:polar}
\end{equation}

Now replace $\varepsilon$ by $H=\varepsilon+V(x)$. Along a line of constant $H$, $d\varepsilon/dx=-V'=F$, so the chain rule gives
\begin{equation}
\partial_x\big|_H=\partial_x\big|_\varepsilon+F\partial_\varepsilon .
\label{eq:chain}
\end{equation}
This is the bracket in (\ref{eq:polar}). The energy derivative is absorbed, but the field remains in the angular term and in $k=k(H-V(x))$. If $V$ depended on time, the same chain rule applied to $\partial_t$ would produce $(\partial_tV)\,\partial_Hf$, and an energy derivative would return.

\section{Projection on Legendre polynomials}

Write $f=\sum_j f_j(x,H)P_j(\mu)$. Two identities are needed:
\begin{align}
\mu P_j&=\frac{(j+1)P_{j+1}+jP_{j-1}}{2j+1},\label{eq:rec}\\
(1-\mu^2)P_j'&=j(P_{j-1}-\mu P_j)
=\frac{j(j+1)}{2j+1}(P_{j-1}-P_{j+1}).
\end{align}
The last form follows on inserting (\ref{eq:rec}) for $\mu P_j$. Terms in $P_l$ come from $j=l-1$ and $j=l+1$. Collecting them, with $\partial_x$ taken at constant $H$, gives
\begin{align}
&\frac{l}{2l-1}\left[v\partial_x-\frac{(l-1)F}{\hbar k}\right]f_{l-1}\nonumber\\
&\quad+\frac{l+1}{2l+3}\left[v\partial_x+\frac{(l+2)F}{\hbar k}\right]f_{l+1}=C_l .
\label{eq:brackets}
\end{align}
On the line, $\partial_xk=(dk/d\varepsilon)F=F/(\hbar v)$. Therefore, for any power $p$,
\begin{equation}
v\,k^{-p}\partial_x(k^pf)=v\partial_xf+\frac{pF}{\hbar k}f .
\end{equation}
Choosing $p=1-l$ for the first bracket and $p=l+2$ for the second gives
\begin{align}
v\bigg[&\frac{l}{2l-1}k^{l-1}\partial_x\!\left(k^{1-l}f_{l-1}\right)\nonumber\\
&+\frac{l+1}{2l+3}k^{-l-2}\partial_x\!\left(k^{l+2}f_{l+1}\right)\bigg]=C_l .
\label{eq:hform}
\end{align}
This holds for nonuniform fields too. The truncation of order $L$ keeps $l=0,\ldots,L$ and sets $f_{L+1}=0$.

\section{What happens to the stiffness}

For $L=1$, restore the time derivative and omit collisions:
\begin{equation}
\partial_tf_0=-\frac v3k^{-2}\partial_x(k^2f_1),\qquad
\partial_tf_1=-v\,\partial_xf_0 .
\label{eq:pone}
\end{equation}
In kinetic energy, $\partial_x$ here stands for $\partial_x+F\partial_\varepsilon$. Hold $v$ and $k$ fixed locally and use central differences with spacings $\Delta x$ and $\Delta\varepsilon$. A plane wave with phase advances $\theta_x,\theta_\varepsilon$ per mesh step turns the derivative into $i(\sin\theta_x/\Delta x+F\sin\theta_\varepsilon/\Delta\varepsilon)$. Combining the two equations gives a frequency $v/\sqrt3$ times the modulus of this factor, with largest values
\begin{equation}
\omega_\varepsilon\simeq\frac{v}{\sqrt3}\left(\frac1{\Delta x}+\frac F{\Delta\varepsilon}\right),
\qquad
\omega_H\simeq\frac{v}{\sqrt3\,\Delta x}.
\label{eq:stiff}
\end{equation}
The rate $vF/\Delta\varepsilon$, which grows on refining the energy mesh, has gone. The algebraic rate $F/(\hbar k)$ remains. At fixed $k$ it does not depend on the spacings, but it diverges at $k\to0$. On a mesh that reaches the band edge, the largest rate can therefore still grow when refinement brings the lowest energy closer to zero, and (\ref{eq:stiff}) is an estimate for energies away from the edge.

The estimate can be compared with the full variable-coefficient matrices. Scaling $f_0$ by $k/\sqrt v$ and $f_1$ by $k/\sqrt{3v}$ makes the discrete form of (\ref{eq:pone}) skew-symmetric, so its largest frequency is a largest singular value. Take the band of the worked example, 12 points spaced by $5$ nm, and kinetic energies from $0.2$ to $0.6$ eV in steps of $5$ meV. At zero field both coordinates give $67.0\ \mathrm{ps}^{-1}$. At $100$ kV/cm the potential drop per spatial step is $50$ meV, and (\ref{eq:stiff}) predicts growth by $1+50/5=11$ in kinetic energy. The computed rate is $736\ \mathrm{ps}^{-1}$, a factor of $10.99$. In total energy it is $59.9\ \mathrm{ps}^{-1}$. The slight fall comes mainly from the velocity decreasing along a line of constant $H$, whose points are now $50$ meV apart in kinetic energy. The line crosses the window in at most nine points, but nine points all held at $0.6$ eV would still give $65.6\ \mathrm{ps}^{-1}$, and extending the line downward to twelve points leaves the rate at $59.9\ \mathrm{ps}^{-1}$.

These streaming rates limit explicit time steps, together with the scattering rate omitted from (\ref{eq:pone}). In the worked example the latter rises from $37$ to $100\ \mathrm{ps}^{-1}$ between $0.2$ and $0.6$ eV, so in total energy scattering can set the limit. A direct steady solution has no such limit. In a homogeneous bulk, $f$ at fixed $\varepsilon$ is independent of $x$, and (\ref{eq:chain}) reduces to $\partial_x|_H=F\,d/d\varepsilon$. Moving by $\Delta x=\Delta\varepsilon/F$ along a line of constant $H$ is then the same as moving one energy cell. The gain in stiffness therefore belongs to spatially resolved calculations, while the bulk curve tests the angular truncation. Even there it is not a gain at equal resolution: one spatial step at constant $H$ changes the kinetic energy by $F\Delta x$, which is $50$ meV in the test above. Where $f$ varies along the line on a finer energy scale, $\Delta x$ must be reduced, and at $\Delta x=\Delta\varepsilon/F$ the rate $\omega_H$ is again of order $vF/\Delta\varepsilon$.

\section{Why odd orders are chosen}

The derivative terms of (\ref{eq:hform}) contain the matrix $M$ with $M_{l,l-1}=l/(2l-1)$ and $M_{l,l+1}=(l+1)/(2l+3)$. Its eigenvalues $\lambda$ are the speeds, in units of $v$, at which the truncated system carries information. Try $c_l=(2l+1)P_l(\lambda)$:
\begin{equation}
(Mc)_l=lP_{l-1}(\lambda)+(l+1)P_{l+1}(\lambda)
=(2l+1)\lambda P_l(\lambda)=\lambda c_l .
\end{equation}
For $l<L$ this holds for every $\lambda$. In row $L$ the term with $P_{L+1}$ is missing, so the condition is $P_{L+1}(\lambda)=0$. This polynomial has $L+1$ distinct real roots, which are therefore all the eigenvalues.

The roots are symmetric about zero. For odd $L$, $P_{L+1}$ is even and does not vanish at zero, so equally many characteristics run forward and backward. The smallest speeds for $L=1,3,5,7,9$ are $0.577$, $0.340$, $0.239$, $0.183$ and $0.149$ times $v$. For even $L$, $P_{L+1}$ is odd and zero is an eigenvalue. One combination of harmonics then has no spatial derivative, and the equations cannot be solved for all the $\partial_xf_l$. This is a reason to use odd orders in a device with contacts. It does not imply that even orders fail in bulk.

\section{Collisions and observables}

Let $g(\varepsilon)\propto k^2/v$ be the density of states. A collision channel $c$ changes the energy by $d_c$, randomizes the direction, and has rate $A_cg(\varepsilon+d_c)$. With $S(\varepsilon)=\sum_cA_cg(\varepsilon+d_c)$,
\begin{align}
C_0&=-Sf_0+\sum_cA_cg(\varepsilon-d_c)f_0(\varepsilon-d_c),\\
C_l&=-Sf_l\qquad(l\ge1).
\end{align}
The gain appears for $l=0$ alone because the final directions are isotropic. Its form follows from counting: $g(\varepsilon')f_0(\varepsilon')$ electrons at $\varepsilon'=\varepsilon-d_c$ arrive at rate $A_cg(\varepsilon)$, and division by $g(\varepsilon)$ gives the change of $f_0$. Anisotropic scattering would change the loss rates for $l\ge1$, and with them the convergence.

The angular average $\tfrac12\int_{-1}^{1}P_lP_j\,d\mu=\delta_{lj}/(2l+1)$ gives
\begin{equation}
\langle P_l\rangle=\frac{\int gf_l\,d\varepsilon}{(2l+1)\int gf_0\,d\varepsilon},
\qquad
v_d=\frac{\int gvf_1\,d\varepsilon}{3\int gf_0\,d\varepsilon}.
\label{eq:obs}
\end{equation}

\section{A mesh that keeps the balance}

Multiply the bulk form of (\ref{eq:hform}) by $k^2/v$. The coupling between $l$ and $l+1$ enters their two rows as
\begin{align}
\text{row }l:&\quad \frac{l+1}{2l+3}\,F\,k^{-l}\frac{d}{d\varepsilon}\left(k^{l+2}f_{l+1}\right),\\
\text{row }l+1:&\quad \frac{l+1}{2l+1}\,F\,k^{l+2}\frac{d}{d\varepsilon}\left(k^{-l}f_l\right).
\end{align}
Multiply row $l$ by $f_l/(2l+1)$ and row $l+1$ by $f_{l+1}/(2l+3)$. The prefactors become equal, and the sum is proportional to $d(k^2f_lf_{l+1})/d\varepsilon$. Its integral vanishes, since $k=0$ at the lower end and $f\to0$ at the upper end. Streaming redistributes the weighted square of $f$ among harmonics and energies without creating any.

The discrete equations keep this property if even $l$ are stored at cell centres and odd $l$ at cell faces. With $\varepsilon_s=s\Delta\varepsilon/2$, a derivative at $s$ is $(q_{s+1}-q_{s-1})/\Delta\varepsilon$, and summation by parts replaces integration by parts. If $f$ is smooth at $k=0$, $f_l$ vanishes there at least as fast as $k^l$. The mesh follows this behaviour: $f_l$ is stored from $s=l+1$ upward and set to zero below. Every value of $f_{l-1}$ needed in row $l$ then exists.

For $l=0$, the differences of $k^2f_1$ telescope to zero and the gains and losses cancel in the sum over cells. One balance equation is thus redundant. It is replaced by a fixed value of $f_0$ in the first cell; the scale cancels in (\ref{eq:obs}). Channels leading above the top of the mesh are removed from gain and loss alike.

\section{Truncation error}

Let $e_l=f_l-f_l^{(L)}$ be the difference between the full and the truncated solution. Subtracting their equations leaves the truncated system for $e_l$, with a source in row $L$ alone:
\begin{equation}
r_L=-v\frac{L+1}{2L+3}k^{-L-2}\partial_x(k^{L+2}f_{L+1}).
\end{equation}
The error enters at the top of the hierarchy and must descend to $f_1$ before it changes the velocity.

For weak fields the powers can be counted. Row $l\ge1$ gives $f_l$ as $F/S$ times an operation on $f_{l-1}$, hence $f_l=O(F^l)$. Then $r_L=O(F^{L+2})$, and so is $e_L$. Each of the $L-1$ steps down to $l=1$ costs another factor $F$, so that $e_1=O(F^{2L+1})$. Since $f_1=O(F)$,
\begin{equation}
\frac{\delta v_d}{v_d}=O(F^{2L}).
\label{eq:order}
\end{equation}
One more step gives a source $O(F^{2L+2})$ in row 0. If collisions alone fix the shape of $f_0$, then $e_0$ is of this order. If they leave some freedom that field heating, itself $O(F^2)$, must fix, then $e_0=O(F^{2L})$, and (\ref{eq:order}) still holds. The counting is formal: it assumes bounded derivatives, whereas $F/(\hbar k)$ diverges at the band edge and $S$ has kinks at emission thresholds.

At high field the relevant comparison is between the energy gained over a mean free path and the kinetic energy,
\begin{equation}
\eta(\varepsilon)=\frac{Fv}{S\varepsilon}.
\end{equation}
Up to a band-dependent factor of order one, this is the angular rate $F/(\hbar k)$ divided by $S$. Where $\eta$ is large over most of the occupied energies, electrons stream along the force and $\langle P_l\rangle$ falls more slowly with $l$.

\section{Worked example}

The model band has $\hbar^2k^2/2m=\varepsilon(1+\alpha\varepsilon)$, with $m=0.3\,m_0$ and $\alpha=0.5\ \mathrm{eV}^{-1}$, at $300$ K. In the rates, $g$ is taken as $[\varepsilon(1+\alpha\varepsilon)]^{1/2}(1+2\alpha\varepsilon)$. Elastic acoustic scattering has $A=1.5\times10^{13}\ \mathrm{s^{-1}eV^{-1/2}}$. Phonons of $60$ and $25$ meV have strengths $3\times10^{13}$ and $1\times10^{13}$ in the same unit, multiplied by $N+1$ for emission and $N$ for absorption. The Bose occupations $N$ are $0.109$ and $0.613$.

Two phonon energies are used for a reason. Since $N/(N+1)=e^{-\hbar\omega/k_BT}$, a single phonon is in balance with $f_0=c(\varepsilon)e^{-\varepsilon/k_BT}$ for any $c$ of period $\hbar\omega$. With both phonons, $c$ must have both periods, hence a period of $5$ meV, which is small compared with $k_BT=25.9$ meV.

The mesh has $2.5$ meV cells up to $1.5$ eV, and the sparse linear system is solved directly. Drift velocities in $10^6$ cm/s are:

\begin{center}
\begin{tabular}{rccccc}
$F/e$ (kV/cm) & $L=1$ & $2$ & $3$ & $5$ & $13$\\
1 & 0.597 & 0.595 & 0.595 & 0.595 & 0.595\\
5 & 2.644 & 2.570 & 2.576 & 2.575 & 2.575\\
10 & 4.415 & 4.210 & 4.230 & 4.229 & 4.228\\
20 & 6.486 & 6.111 & 6.161 & 6.156 & 6.156\\
50 & 8.613 & 8.212 & 8.285 & 8.276 & 8.275\\
100 & 9.066 & 8.815 & 8.861 & 8.855 & 8.854
\end{tabular}
\end{center}

\subsection{Weak field}

If $f_0\propto e^{-\varepsilon/k_BT}$, row 1 gives $vF\,df_0/d\varepsilon=-Sf_1$, or $f_1=Fvf_0/(Sk_BT)$. Equation (\ref{eq:obs}) becomes
\begin{equation}
v_d=\frac{F}{3k_BT}\,
\frac{\int g\,(v^2/S)\,e^{-\varepsilon/k_BT}d\varepsilon}{\int g\,e^{-\varepsilon/k_BT}d\varepsilon}.
\end{equation}
At $0.1$ kV/cm numerical quadrature gives $6.018\times10^4$ cm/s, a mobility of $602\ \mathrm{cm^2/(V\,s)}$. The harmonic solution with $L=3$ gives $6.020\times10^4$ cm/s, so the remaining freedom in $c$ has little effect here.

The $L=1$ error is $0.29\%$ at $1$ kV/cm and $2.7\%$ at $5$ kV/cm. This ninefold rise is less than the factor of $25$ that (\ref{eq:order}) gives for $L=1$, so the quadratic law does not hold over this interval. It is approached at lower fields: the error is $0.0053\%$ at $0.125$ kV/cm and $0.021\%$ at $0.25$ kV/cm, a factor of about $3.9$, even though the square-root onset of $S$ at the emission thresholds violates the assumption of bounded derivatives.

\subsection{High field}

Relative to $L=13$, the $L=1$ velocity is too high by $5.4\%$ at $20$ kV/cm but by only $2.4\%$ at $100$ kV/cm. This is consistent with a smaller $\eta$ for the typical electron: the median of $\eta$ over the distribution falls from about $0.9$ to $0.6$. The median alone does not fix the error, however: at $10$ kV/cm it is also about $0.6$, while the $L=1$ error is $4.4\%$. The mean of $\eta$ rises from $1.8$ to $2.1$, because slow electrons weigh heavily in it: at $100$ kV/cm those below $60$ meV are about a tenth of all electrons but supply about two thirds of the mean. At $20$ kV/cm the mean energy of all electrons is $64$ meV. At $50$ meV, $v=2.33\times10^5$ m/s and $S=9.27\times10^{12}\ \mathrm{s}^{-1}$, so the free path is $25$ nm, the energy gain $50$ meV, and $\eta\approx1.0$. At $100$ kV/cm the mean energy is $218$ meV. At $200$ meV, $v=4.23\times10^5$ m/s and $S=3.74\times10^{13}\ \mathrm{s}^{-1}$ give $11.3$ nm, $113$ meV and $\eta\approx0.57$. The energy of $50$ meV lies below the $60$ meV emission threshold and the mean of $64$ meV above it; evaluated at the two mean energies themselves, $\eta$ is about $0.63$ and $0.50$, a smaller fall. The anisotropy $\langle P_2\rangle$ is also lower at $100$ kV/cm than at $20$ kV/cm, $0.059$ against $0.073$, but it does not track the error in between: at $50$ kV/cm it is $0.079$, while the $L=1$ error has already fallen to $4.1\%$.

Low-energy electrons at $100$ kV/cm are still strongly driven. At $50$ meV the gain per free path is $0.25$ eV, so $\eta\approx5$. Convergence of the average velocity does not show that the distribution near the band edge has converged equally well.

\subsection{Reading the errors}

The largest deviations from $L=13$ over the six fields are $5.4\%$, $0.13\%$ and $0.011\%$ for $L=1,3,5$. Even orders fit into the same sequence, with $0.76\%$ for $L=2$ and $0.044\%$ for $L=4$. Bulk accuracy thus gives no reason to avoid them; the reason is the zero-speed mode.

Halving the energy cells at $L=5$ changes the velocity by $-0.043\%$ at $1$ kV/cm and by $0.002\%$ at $100$ kV/cm. The mesh error is largest in between: converged in the energy mesh, the high-order velocities at $1$, $5$, $10$ and $20$ kV/cm lie about $0.07\%$, $0.12\%$, $0.10\%$ and $0.05\%$ below those of the $2.5$ meV mesh ($2.572$, $4.224$ and $6.153$ at the last three fields). The last digit of the table is therefore not converged there, and the largest $L=1$ deviation becomes $5.3\%$. At $1$ kV/cm all orders from $L=2$ on agree within $0.02\%$, so the mesh error exceeds their truncation error, and a higher order without a finer mesh gains nothing there.

A Monte Carlo simulation of the same model provides a reference without harmonics. It follows $12\,000$ electrons through exponentially distributed free flights at a constant total rate, with null collisions making up the difference from $S$. After $400$ flights each, averages are taken over $1600$ more, and the spread among electrons gives the standard error. The velocities are $(6.139\pm0.010)\times10^6$ cm/s at $20$ kV/cm and $(8.866\pm0.010)\times10^6$ cm/s at $100$ kV/cm. The $L=9$ values, $6.156$ and $8.854$ in the same unit, lie within two standard errors. The $L=1$ values lie about $35$ and $20$ standard errors away. The statistical error is too large to separate $L=3$ from higher orders.

For the bulk drift velocity of this model at the fields sampled, $L=1$ suffices when an error of about $5\%$ is acceptable, and $L=3$ brings the truncation error near $0.1\%$. Stronger streaming, anisotropic scattering or a nonspherical band requires a new convergence study.
